# Unitary invariance of the localized Hartree–Fock and CEDA exchange potentials, part 1

(Sections cited here and not found follow in the second part.)

An electron in an atom is kept away from electrons of the same spin by the antisymmetry of the wave function, and in Hartree–Fock theory this appears as an integral operator that acts differently on every orbital. Kohn–Sham theory asks for orbitals that all move in one multiplicative potential. If the energy is still evaluated with the exact Fock expression, some rule must turn the integral operator into a function \(v_x(\mathbf r)\). The strict rule, minimisation of the energy, gives the optimized effective potential (OEP), whose equation contains every unoccupied orbital and every difference between an unoccupied and an occupied orbital energy. Two cheaper rules need occupied orbitals only. The common energy denominator approximation (CEDA) simplifies the OEP equation, and the localized Hartree–Fock (LHF) method starts from a supposition about the Hartree–Fock determinant. A determinant changes only by a phase when its orbitals are mixed by a unitary matrix, so a potential meant to represent the exchange of that determinant should not change at all, and one has to find out which of the cheap rules respects this.

Hartree atomic units are used throughout. Spins are collinear, and one spin channel is treated at a time, with \(N\) orthonormal, possibly complex orbitals \(\psi_i\), each holding exactly one electron. Indices \(i,j\) label occupied orbitals, \(a\) labels unoccupied ones (a sum over \(a\) includes the continuum), and \(k\) labels either. The projector on the occupied space is \(P=\sum_i|i\rangle\langle i|\), with kernel \(\gamma(\mathbf r,\mathbf r')=\sum_i\psi_i(\mathbf r)\psi_i^*(\mathbf r')\), and \(Q=1-P\). The spin density is \(\rho(\mathbf r)=\gamma(\mathbf r,\mathbf r)\), taken positive almost everywhere, and \(n\) is the sum of the two spin densities. The energy of the determinant is

\[
E=\sum_\sigma \mathrm{Tr}\,[(T+v_{\rm ext})P_\sigma]+\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}-\frac12\sum_\sigma\iint\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}.
\tag{1}
\]

Vary the projector of one spin by \(\delta P\). The Hartree term changes by \(\int v_H\,\delta\rho=\mathrm{Tr}(v_H\delta P)\) with \(v_H=\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d\mathbf r'\), because the two factors of \(n\) contribute equally and cancel the one half. In the exchange term \(|\gamma(\mathbf r,\mathbf r')|^2=\gamma(\mathbf r,\mathbf r')\gamma(\mathbf r',\mathbf r)\), the two variations are exchanged by renaming \(\mathbf r\leftrightarrow\mathbf r'\), and the change is \(-\iint\gamma(\mathbf r,\mathbf r')\,\delta\gamma(\mathbf r',\mathbf r)/|\mathbf r-\mathbf r'|\). This is \(\mathrm{Tr}(v^{NL}\delta P)\) for the Hermitian operator

\[
(v^{NL}\phi)(\mathbf r)=-\int\frac{\gamma(\mathbf r,\mathbf r')\,\phi(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r' .
\tag{2}
\]

Hence \(\delta E=\mathrm{Tr}(F\,\delta P)\) with the Fock operator \(F=T+v_{\rm ext}+v_H+v^{NL}\).

Now let the orbitals be eigenfunctions of \(h_s=T+v_s\) with a local \(v_s\), \(h_s\psi_k=\varepsilon_k\psi_k\), and assume that no unoccupied level coincides with an occupied one. Define the local exchange potential by \(v_x=v_s-v_{\rm ext}-v_H\), with \(v_H\) built from these orbitals, and define

\[
\Delta=v_x-v^{NL},\qquad \Delta_{kl}=\langle k|\Delta|l\rangle=\Delta_{lk}^*,\qquad F=h_s-\Delta .
\]

A change \(\delta v\) of \(v_s\) changes \(P\) under two constraints. Idempotency, \(P^2=P\), gives \(\delta P=P\,\delta P+\delta P\,P\). Multiplying on both sides by \(P\) yields \(P\delta PP=2P\delta PP\), so \(P\delta PP=0\), and multiplying on both sides by \(Q\) yields \(Q\delta PQ=0\). Only occupied–unoccupied elements survive. Commutation with the Hamiltonian, \([h_s+\delta v,P+\delta P]=0\), gives at first order \([h_s,\delta P]=[P,\delta v]\). The \((a,i)\) element of the left side is \((\varepsilon_a-\varepsilon_i)\delta P_{ai}\), that of the right side is \(0-\delta v_{ai}\), and so \(\delta P_{ai}=\delta v_{ai}/(\varepsilon_i-\varepsilon_a)\). Since \(h_s\) has no off-diagonal elements, \(F_{ia}=-\Delta_{ia}\), and

\[
\delta E=\sum_{ia}\left(F_{ia}\delta P_{ai}+F_{ai}\delta P_{ia}\right)=-\sum_{ia}\frac{\Delta_{ia}\delta v_{ai}+\Delta_{ai}\delta v_{ia}}{\varepsilon_i-\varepsilon_a}.
\]

With \(\delta v_{ia}=\int\psi_i^*\psi_a\,\delta v\), this is

\[
\delta E=-\int\delta v(\mathbf r)\,\delta\rho[\Delta](\mathbf r)\,d\mathbf r,\qquad
\delta\rho[\Delta](\mathbf r)=\sum_{ia}\frac{\psi_i^*(\mathbf r)\psi_a(\mathbf r)\Delta_{ai}}{\varepsilon_i-\varepsilon_a}+\text{c.c.}
\tag{3}
\]

The name \(\delta\rho[\Delta]\) is earned: the formula for \(\delta P_{ai}\) used only that the perturbation is Hermitian, and putting \(\Delta\) in its place gives \(\langle\mathbf r|\delta P|\mathbf r\rangle=\sum_{ia}\psi_a\psi_i^*\,\delta P_{ai}+\text{c.c.}\), which is the second part of (3). The OEP is the \(v_x\) for which \(\delta E\) vanishes for all \(\delta v\), that is \(\delta\rho[\Delta]=0\). Replacing the local exchange potential by the Fock exchange operator \(v^{NL}\) must leave the density unchanged to first order.

Ordinary perturbation theory for nondegenerate orbitals writes the same quantity differently. There \(\delta\psi_i=\sum_{k\ne i}\psi_k\Delta_{ki}/(\varepsilon_i-\varepsilon_k)\), and

\[
\delta\rho[\Delta]=\sum_i\sum_{k\neq i}\frac{\psi_i^*\psi_k\Delta_{ki}}{\varepsilon_i-\varepsilon_k}+\text{c.c.}
\tag{4}
\]

contains occupied \(k\) as well. These terms cancel in pairs. The term with \(k=j\) is \(\psi_i^*\psi_j\Delta_{ji}/(\varepsilon_i-\varepsilon_j)\). The term with the roles exchanged is \(\psi_j^*\psi_i\Delta_{ij}/(\varepsilon_j-\varepsilon_i)\), and its complex conjugate is \(\psi_j\psi_i^*\Delta_{ji}/(\varepsilon_j-\varepsilon_i)\), which has the same numerator as the first and the opposite denominator. Forms (3) and (4) are therefore equal, but the equality rests on the sign change of the denominator, and an approximation to the denominators can treat the two forms differently.

The CEDA replaces every \(\varepsilon_a-\varepsilon_i\) in (3) by one positive number \(\overline{\Delta\varepsilon}\). No small parameter controls this step, since the true denominators run from the gap to infinity. The number multiplies the whole left side of a homogeneous condition and drops out; it would drop out equally if it were a nonvanishing function of \(\mathbf r\). What remains is \(\sum_i\psi_i^*\sum_a\psi_a\langle a|\Delta|i\rangle+\text{c.c.}=0\), and completeness, \(\sum_a|a\rangle\langle a|=Q\), turns it into

\[
\sum_i\psi_i^*(\mathbf r)\,(Q\Delta\psi_i)(\mathbf r)+\text{c.c.}=0 .
\tag{5}
\]

Inserting \(Q=1-\sum_j|j\rangle\langle j|\) and \(\Delta=v_x-v^{NL}\) splits the sum into three parts,

\[
\sum_i\psi_i^*Q\Delta\psi_i=\rho\,v_x-\sum_i\psi_i^*v^{NL}\psi_i-\sum_{ij}\psi_i^*\psi_j\Delta_{ji}.
\]

The first part is real. For the second, (2) and \(\sum_i\psi_i^*(\mathbf r)\psi_i(\mathbf r')=\gamma^*(\mathbf r,\mathbf r')\) give

\[
\sum_i\psi_i^*v^{NL}\psi_i=-\int\frac{|\gamma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r'\equiv\rho\,v_S ,
\]

which is real and defines the Slater potential \(v_S\). The complex conjugate of the third part is \(\sum_{ij}\psi_i\psi_j^*\Delta_{ij}\), which becomes the original sum when \(i\) and \(j\) are renamed, so it is real too. The conjugate term in (5) merely doubles the equation, and division by \(2\rho\) leaves

\[
v_x(\mathbf r)=v_S(\mathbf r)+\frac{1}{\rho(\mathbf r)}\sum_{ij}\psi_i^*(\mathbf r)\psi_j(\mathbf r)\,\langle j|v_x-v^{NL}|i\rangle .
\tag{6}
\]

Unoccupied orbitals and all orbital energies have disappeared.

The Krieger–Li–Iafrate (KLI) approximation makes the same replacement in (4). Closure then reads \(\sum_{k\ne i}|k\rangle\langle k|=1-|i\rangle\langle i|\), and the same three-part split gives

\[
v_x^{\rm KLI}=v_S+\frac1\rho\sum_i|\psi_i|^2\,\langle i|v_x^{\rm KLI}-v^{NL}|i\rangle .
\tag{7}
\]

The difference between (6) and (7) is traced to the pair argument. With equal denominators the term \((i,j)\) and the conjugate of \((j,i)\) add where they should cancel. The left side of the KLI condition is that of (5) plus \(2\sum_{i\ne j}\psi_i^*\psi_j\Delta_{ji}\), and this addition removes the off-diagonal part of the double sum in (6).

The LHF construction begins elsewhere. Suppose that the Hartree–Fock determinant and the exchange-only Kohn–Sham determinant are the same, so that they share \(P\), and with it \(\rho\), \(v_H\) and \(v^{NL}\). The Hartree–Fock orbitals \(\phi_i\) obey \(F\phi_i=\varepsilon^{HF}_i\phi_i\) and span the range of \(P\), so \(F\) maps the occupied space into itself, \(QFP=0\). The Kohn–Sham orbitals span the same space, so \(Qh_sP=0\). The kinetic, external and Hartree parts cancel in the difference, and

\[
Q\Delta P=0,\qquad\text{that is}\qquad \Delta\psi_i=P\Delta\psi_i=\sum_j\psi_j\Delta_{ji}\quad\text{for every } i .
\tag{8}
\]

Multiplying by \(\psi_i^*(\mathbf r)\) and summing over \(i\) gives \(\rho v_x-\rho v_S=\sum_{ij}\psi_i^*\psi_j\Delta_{ji}\), which is (6). The LHF potential is defined as the solution of this summed equation. Both methods thus impose

\[
\langle\mathbf r|Q\Delta P|\mathbf r\rangle=0\quad\text{at every }\mathbf r ,
\tag{9}
\]

since \(\langle\mathbf r|Q\Delta P|\mathbf r\rangle=\sum_i(Q\Delta\psi_i)(\mathbf r)\psi_i^*(\mathbf r)\). Given the same occupied orbitals, CEDA and LHF have the same equation to solve. In a self-consistent calculation the orbitals are eigenfunctions of \(T+v_{\rm ext}+v_H+v_x\) with \(v_x\) from (6), the two methods iterate the same map, and they have the same fixed points. The coincidence is between functionals of the occupied space. Evaluating (6) once on Hartree–Fock orbitals and once on self-consistent Kohn–Sham orbitals need not give the same potential, because the two occupied spaces differ in general.

The supposition behind (8) cannot be expected to hold. It consists of \(N\) conditions at each point for a single unknown function. For \(N=1\) it holds. Then \(v^{NL}\psi=-\psi\int|\psi(\mathbf r')|^2/|\mathbf r-\mathbf r'|\,d\mathbf r'=v_S\psi\), so \(v_x=v_S\) makes \(\Delta\psi=0\). It also holds in the uniform electron gas, where \(v^{NL}\) and a constant \(v_x\) are both diagonal in plane waves. Whenever it holds, every \(\Delta_{ai}\) vanishes, so the OEP condition is met whatever the denominators are, and Hartree–Fock, OEP and LHF share one determinant. What (6) means when the supposition fails is seen from the functional

\[
S[v]=\sum_i\|Q(v-v^{NL})\psi_i\|^2=\sum_{ia}|\Delta_{ai}|^2 ,
\]

taken at fixed orbitals. For a real function \(f\), using \(Q^\dagger Q=Q\),

\[
S[v+f]=S[v]+\sum_i\left(\langle f\psi_i|Q\Delta\psi_i\rangle+\text{c.c.}\right)+\sum_i\|Qf\psi_i\|^2 ,
\tag{10}
\]

with no higher terms. The linear term is \(\int f\,[\sum_i\psi_i^*Q\Delta\psi_i+\text{c.c.}]\), and it vanishes for all \(f\) exactly when (5) holds. The quadratic term is never negative, so the solution of (6) is the global minimum of \(S\). It is the local potential whose occupied–unoccupied matrix elements are closest, in the least-squares sense, to those of the Fock exchange operator, and the supposition is the special case \(S_{\min}=0\). At self-consistency \(Qh_sP=0\) gives \(Q\Delta P=-QFP\), so \(S\) measures how far the determinant is from satisfying the Hartree–Fock equations. The same expansion with \(1-|i\rangle\langle i|\) in place of \(Q\) shows that KLI minimises \(\sum_i\|(1-|i\rangle\langle i|)\Delta\psi_i\|^2=S+\sum_{i\ne j}|\Delta_{ji}|^2\). The added term penalises couplings among occupied orbitals, which by (3) have no first-order effect on the density or the energy.

Invariance of an equation carries over to its solution only when the solution is unique, so the solutions of (6) must be counted. The difference \(f\) of two solutions satisfies \(\rho f=\sum_{ij}\psi_i^*\psi_jf_{ji}\) with \(f_{ji}=\langle j|f|i\rangle\). Such an \(f\) is bounded, because \(|\psi_i^*\psi_j|\le\rho\). The right side is real for real \(f\), so the real and imaginary parts of a complex solution solve the equation separately and \(f\) may be taken real. Multiplying by \(f\) and integrating gives \(\sum_i\langle i|f^2|i\rangle=\sum_{ij}f_{ij}f_{ji}=\sum_i\langle i|fPf|i\rangle\), and therefore \(\sum_i\|Qf\psi_i\|^2=0\). Multiplication by \(f\) then maps the finite-dimensional occupied space into itself as a Hermitian matrix, which has an eigenvector: there are a number \(\lambda\) and a nonzero occupied combination \(\chi\) with \((f(\mathbf r)-\lambda)\chi(\mathbf r)=0\). If no nonzero occupied combination vanishes on a set of positive volume, then \(f=\lambda\) almost everywhere. The condition is met, for instance, when the orbitals are real-analytic away from the nuclei. It fails for fragments with no overlap if the occupied space is spanned by orbitals that are each confined to one fragment, and each fragment then keeps its own free constant. An occupied orbital shared between two fragments, as in stretched H\(_2\) with one orbital per spin, ties their constants together. A constant \(c\) is indeed a solution, because \(c_{ji}=c\,\delta_{ji}\) gives \(\rho c\) on both sides. For (7) the same multiplication gives \(\sum_i(\langle f^2\rangle_i-\langle f\rangle_i^2)=0\), a sum of variances, so KLI is likewise unique up to a constant for a fixed set of orbitals.

Existence follows from the finite form of (6). Let \(x_{jk}=\Delta_{jk}\), with all indices now occupied, so that \(v_x=v_S+\rho^{-1}\sum_{jk}\psi_k^*\psi_jx_{jk}\). Subtracting \(v^{NL}\) and taking the element between \(\langle l|\) and \(|m\rangle\) yields \(N^2\) linear equations,

\[
x_{lm}-\sum_{jk}M_{lm,jk}\,x_{jk}=b_{lm},\qquad M_{lm,jk}=\int\frac{\psi_l^*\psi_m\psi_k^*\psi_j}{\rho},\qquad b_{lm}=\langle l|v_S-v^{NL}|m\rangle .
\tag{11}
\]

Write \(B_{lm}(\mathbf r)=\psi_l^*\psi_m/\sqrt\rho\). Then \(M_{lm,jk}=\int B_{lm}B_{jk}^*\), so \(M=BB^\dagger\) is Hermitian and nonnegative when \(B\) is read as a map from functions to matrices. For real \(y=\sqrt\rho f\), \((By)_{lm}=f_{lm}\), and the operator \(A=1-B^\dagger B\) on functions has \(\langle y|A|y\rangle=\int\rho f^2-\sum_{lm}|f_{lm}|^2=\sum_i\|Qf\psi_i\|^2\). The same steps hold for complex \(f\), so the spectrum of \(A\) lies in \([0,1]\). Because \(BB^\dagger\) and \(B^\dagger B\) share their nonzero eigenvalues, \(1-M\) is nonnegative as well. If \(x=Mx\), the function \(f=\rho^{-1}\sum\psi_k^*\psi_jx_{jk}\) has \(f_{lm}=(Mx)_{lm}=x_{lm}\), so it is a homogeneous solution, hence a constant, and \(x\propto\delta_{lm}\). A Hermitian system with this single null vector is solvable if and only if the right side is orthogonal to it, \(\mathrm{Tr}\,b=0\). That holds, since \(\sum_l\langle l|v_S|l\rangle=\int\rho v_S\) and \(\sum_l\langle l|v^{NL}|l\rangle=\int\rho v_S\) by the definition of \(v_S\). The solutions are \(x+c\,1\), corresponding to \(v_x+c\).

Now mix the occupied orbitals of the channel, \(\psi'_j=\sum_k\psi_kU_{kj}\) with \(UU^\dagger=1\). The density matrix becomes

\[
\gamma'(\mathbf r,\mathbf r')=\sum_{kl}\psi_k(\mathbf r)\psi_l^*(\mathbf r')\sum_jU_{kj}U_{lj}^*=\sum_{kl}\psi_k(\mathbf r)\psi_l^*(\mathbf r')\,\delta_{kl}=\gamma(\mathbf r,\mathbf r'),
\]

so \(P\), \(Q\), \(\rho\), \(v^{NL}\) and \(v_S\), which are built from \(\gamma\) alone, are unchanged. For any trial function \(v\) the operator \(\Delta\) is then the same, and its matrix becomes \(\Delta'_{ji}=\sum_{pq}U^*_{pj}\Delta_{pq}U_{qi}\), or \(x'=U^\dagger xU\). The double sum in (6) transforms as

the next part will show, which settles whether the potential is invariant; fixing its free constant and testing the results on the calcium atom also remain. Established so far is that CEDA and LHF share equation (6), whose solution exists and is unique up to a constant provided no nonzero occupied combination vanishes on a set of positive volume.
